\section*{Path-dependent barriers in a double well with a rotational force}

\section{The problem}

A model trained to predict atomic forces directly, without first predicting an energy, need not give forces that are the gradient of any potential. A barrier obtained by integrating such forces may then depend on the path of integration. A particle in the plane shows how the size of this effect follows from the curl of the force.

The force is $\mathbf F=-\nabla V+\mathbf R$, with
\begin{equation}
V(x,y)=V_0\left(\frac{x^2}{a^2}-1\right)^2+\frac{k}{2}y^2,
\qquad
\mathbf R(x,y)=\frac c2\,(-y,\;x).
\end{equation}
The first part is a double well along $x$ with a harmonic restoring force along $y$. The second is a rotational field. Its curl, meaning here the scalar $\partial_xF_y-\partial_yF_x$, is $c/2+c/2=c$ everywhere.

Since $\mathbf F$ has no potential energy, the word ``barrier'' needs a definition. Let $A$ be the left-hand well and $S$ the saddle, both defined as points where the total force vanishes. The barrier along a path $\Gamma$ from $A$ to $S$ is the work done against the force,
\begin{equation}
W[\Gamma]=-\int_\Gamma \mathbf F\cdot d\mathbf r .
\end{equation}
Two prescribed paths bow to either side of the straight line from $A$ to $S$:
\begin{equation}
\mathbf r_\pm(s)=(1-s)\,\mathbf r_A\pm h\sin(\pi s)\,\hat{\mathbf y},
\qquad 0\le s\le1 .
\label{paths}
\end{equation}
This form uses the fact, shown below, that $S$ is the origin. The upper path carries the plus sign. The paths stand for two unrelaxed or differently interpolated chains of configurations; they are not two minimum-energy paths.

Take $V_0=1$ eV, $a=0.2$ nm, $k=100$ eV/nm$^2$, $c=5$ eV/nm$^2$, $h=0.05$ nm and $T=1200$ K.
\begin{enumerate}
\item Estimate the difference $W_+-W_-$ by scaling.
\item Find $A$ and $S$, and state how weak $\mathbf R$ must be for them to survive.
\item Show that $W_+-W_-$ is the flux of the curl through the area between the paths, and evaluate both barriers.
\item Decide whether comparing the energies of the two wells would reveal the fault.
\end{enumerate}

\section{A first estimate by scaling}

On the upper path $y$ is of order $h$, so the $x$ component of $\mathbf R$ is of order $-ch/2$. It opposes the motion towards $S$ over a distance of about $a$ and costs work of order $cha/2$. On the lower path the sign is reversed and the same work is gained. The difference is therefore of order
\begin{equation}
\Delta W_{\rm est}=c\,a\,h=5\times0.2\times0.05\ \text{eV}=0.05\ \text{eV}.
\label{est}
\end{equation}
The estimate replaces the varying height of the path by $h$ and ignores the $y$ component of $\mathbf R$, so a numerical factor of order one remains open.

The well also moves. At $x=-a$ the rotational force is $ca/2=0.5$ eV/nm, directed along $-y$. The spring balances it at a displacement of about $ca/(2k)=0.005$ nm, which is small compared with $a$.

\section{Exact solution}

\subsection{Where the force vanishes}

Differentiating $V$ and adding $\mathbf R$ gives
\begin{align}
F_x&=-\frac{4V_0x}{a^2}\left(\frac{x^2}{a^2}-1\right)-\frac c2\,y,\\
F_y&=-ky+\frac c2\,x .
\end{align}
The condition $F_y=0$ gives $y=cx/(2k)$. Inserting this in $F_x=0$ yields
\begin{equation}
-x\left[\frac{4V_0}{a^2}\left(\frac{x^2}{a^2}-1\right)+\frac{c^2}{4k}\right]=0 .
\end{equation}
One root is $x=0$, hence $y=0$: this is $S$. The bracket vanishes when
\begin{equation}
\frac{x^2}{a^2}=1-\varepsilon,\qquad
\varepsilon=\frac{c^2a^2}{16kV_0},
\end{equation}
so the left-hand well is at
\begin{equation}
x_A=-a\sqrt{1-\varepsilon},\qquad y_A=\frac{c\,x_A}{2k}.
\end{equation}
Here $\varepsilon=25\times0.04/1600=1/1600$, which gives $x_A=-0.19994$ nm and $y_A=-0.0050$ nm.

The character of these points follows from the Jacobian $J_{ij}=\partial F_i/\partial x_j$,
\begin{equation}
J=\begin{pmatrix}
-\dfrac{4V_0}{a^2}\left(\dfrac{3x^2}{a^2}-1\right)&-\dfrac c2\\[2mm]
\dfrac c2&-k
\end{pmatrix}.
\end{equation}
At $S$ its determinant is
\begin{equation}
-\frac{4V_0k}{a^2}+\frac{c^2}{4}=-\frac{4V_0k}{a^2}(1-\varepsilon).
\end{equation}
For $\varepsilon<1$ this is negative, so there is one positive and one negative eigenvalue, as a saddle requires. At $\varepsilon=1$ the wells merge with the saddle. The field is thus weak when
\begin{equation}
c\ll\frac{4\sqrt{kV_0}}{a}=200\ \text{eV/nm}^2 .
\end{equation}
The chosen $c$ is one fortieth of this limit. The eigenvalues are $\pm99.97$ eV/nm$^2$ at $S$, and $-199.75$ and $-100.06$ eV/nm$^2$ at $A$. Both are real and negative at $A$, so a small displacement there is pulled back. The condition $\varepsilon<1$ ensures only that the well exists as a zero of the force. For the present $V_0$, $a$ and $k$, the eigenvalues at $A$ become complex when $c$ exceeds $200/3\simeq67$ eV/nm$^2$. Their real parts stay negative, so strongly damped motion still returns to $A$, but a particle moving without friction would spiral away from it.

\subsection{Why the saddle is the top of each profile}

Let $W(s)$ be the work accumulated up to $s$. Then $dW/ds=-\mathbf F\cdot\mathbf r'$, where the prime means $d/ds$. This vanishes at $A$ and $S$ for any smooth path, because $\mathbf F$ vanishes there. Differentiating again gives
\begin{equation}
\frac{d^2W}{ds^2}=-\mathbf r'\cdot J\mathbf r'-\mathbf F\cdot\mathbf r'' .
\end{equation}
At $S$ the last term is zero. The off-diagonal elements of $J$ also cancel in the first term, because they are equal and opposite. What remains is
\begin{equation}
\left.\frac{d^2W}{ds^2}\right|_S=-\frac{4V_0}{a^2}x'^2+k\,y'^2 .
\end{equation}
With the present numbers $4V_0/a^2=k$, so $S$ is a local maximum of the profile if $|y'|<|x'|$. From Eq.~(\ref{paths}), at $s=1$,
\begin{equation}
x'=-x_A=0.200\ \text{nm},\qquad
y'=-y_A\mp\pi h=(0.005\mp0.157)\ \text{nm}.
\end{equation}
Both values of $|y'|$, 0.152 and 0.162 nm, satisfy the condition. With $h$ above about 0.06 nm the lower path would fail it. The work up to $S$ would still obey the flux formula below, but the highest point of the profile would lie elsewhere. The maxima of two paths would then be at different places, and their difference would no longer be the work around a closed loop.

The condition is local. The whole profile was therefore evaluated at 401 equally spaced values of $s$ from 0 to 2, that is, on to the second well. Its largest value was at $S$ for the upper, lower and straight paths.

\subsection{The difference as a flux}

Go from $A$ to $S$ along the lower path and return along the upper one. This closed loop is counterclockwise, and
\begin{equation}
\oint\mathbf F\cdot d\mathbf r
=\int_-\mathbf F\cdot d\mathbf r-\int_+\mathbf F\cdot d\mathbf r
=-W_-+W_+ .
\label{loop}
\end{equation}

To turn the loop integral into an area integral, remove from $\mathbf F$ a gradient that contains all of $F_y$. Define
\begin{equation}
\Phi(x,y)=\int_0^yF_y(x,y')\,dy',\qquad g=F_x-\partial_x\Phi .
\end{equation}
Since $\partial_y\Phi=F_y$, we have $\mathbf F=\nabla\Phi+(g,0)$. A gradient integrates to zero around a closed loop, so only $g\,dx$ contributes. Let $y_-(x)$ and $y_+(x)$ be the heights of the two paths. Both run from $x_A$ to $0$ with $x$ increasing, hence
\begin{align}
\oint\mathbf F\cdot d\mathbf r
&=\int_{x_A}^{0}\left[g(x,y_-)-g(x,y_+)\right]dx\nonumber\\
&=-\int_{x_A}^{0}dx\int_{y_-}^{y_+}\partial_yg\,dy .
\end{align}
Now $\partial_yg=\partial_yF_x-\partial_x\partial_y\Phi=\partial_yF_x-\partial_xF_y$. Together with Eq.~(\ref{loop}) this gives
\begin{equation}
W_+-W_-=\iint\left(\partial_xF_y-\partial_yF_x\right)dx\,dy .
\label{flux}
\end{equation}
This is Green's theorem for the region between the paths. It holds for any smooth force field and any strength of the curl, provided that the two paths share their endpoints and the upper one stays above the lower one. If they cross, the parts of the area where their order is reversed count with a negative sign. The potential $V$ drops out because its mixed second derivatives are equal.

For constant curl only the area is needed. At a given $s$ the paths are $2h\sin(\pi s)$ apart, and $dx=|x_A|\,ds$. Therefore
\begin{equation}
\text{area}=2h|x_A|\int_0^1\sin(\pi s)\,ds=\frac{4h|x_A|}{\pi}=0.01273\ \text{nm}^2,
\end{equation}
where the integral equals $2/\pi$. The difference is
\begin{equation}
W_+-W_-=\frac{4}{\pi}\,c\,h\,|x_A|=5\times0.01273\ \text{eV}=0.0636\ \text{eV}.
\label{result}
\end{equation}
Direct integration of the force along the two paths also gives 0.0636 eV.

\subsection{The two barriers separately}

On the straight line from $A$ to $S$ the motion is along $\mathbf r$, while $\mathbf R\cdot\mathbf r=(c/2)(-yx+xy)=0$. The rotational field does no work there, and the barrier is
\begin{equation}
W_0=V(S)-V(A)=V_0-V_0\varepsilon^2-\frac k2y_A^2 .
\end{equation}
The last term is $50\times(0.0050)^2=0.00125$ eV and the term in $\varepsilon^2$ is below $10^{-6}$ eV, so $W_0=0.9988$ eV.

Each bowed path encloses half the total area with the straight line. Applying Eq.~(\ref{flux}) to each half gives
\begin{equation}
W_\pm=W_0\pm\frac{2}{\pi}\,c\,h\,|x_A|=(0.9988\pm0.0318)\ \text{eV},
\end{equation}
or 1.0306 eV for the upper path and 0.9669 eV for the lower one. The upper path moves against the circulation and the lower path moves with it.

\section{Comparison of the estimate with the exact result}

The ratio of Eq.~(\ref{result}) to Eq.~(\ref{est}) is
\begin{equation}
\frac{W_+-W_-}{c\,a\,h}=\frac4\pi\sqrt{1-\varepsilon}\simeq1.27 .
\end{equation}
Scaling gives the right dependence on $c$, $a$ and $h$ for a weak field and is low by about a fifth of the exact value. The factor $4/\pi$ is the shape factor of the sine-shaped region: its greatest height is $2h$, and its mean height is $2/\pi$ of that. The factor $\sqrt{1-\varepsilon}$ comes from the displacement of the well and changes the answer by about 0.03 per cent. As $c\to0$ the difference vanishes linearly. It also vanishes for any $c$ when the two paths coincide, as they do if both relax to the same curve.

\section{What matters is the curl}

Replace $\mathbf R$ by $(c/2)(y,x)$ and keep the endpoints and paths fixed. This field has the same magnitude as $\mathbf R$ at every point, but it is the gradient of $cxy/2$. Its curl is $c/2-c/2=0$, and the two works, integrated numerically, agree. A force error of this kind changes the work on both paths equally. The size of the force error alone therefore does not determine the path dependence.

With the endpoints and paths fixed, the position of the centre of rotation does not affect the difference. Moving it to $(x_0,y_0)$ adds the uniform force $(c/2)(y_0,-x_0)$, which has no curl.

A localized error is a second case. Let
\begin{equation}
\mathbf R_{\rm v}=\frac c2\,e^{-\rho^2/2\ell^2}(-v,\;u),\qquad \rho^2=u^2+v^2,
\end{equation}
with $u=x+0.1$ nm, $v=y-0.02$ nm and $\ell=0.05$ nm. Write $f=(c/2)e^{-\rho^2/2\ell^2}$, so that $\partial_uf=-uf/\ell^2$ and $\partial_vf=-vf/\ell^2$. The curl is
\begin{equation}
\partial_u(uf)+\partial_v(vf)=2f-\frac{\rho^2}{\ell^2}f
=c\left(1-\frac{\rho^2}{2\ell^2}\right)e^{-\rho^2/2\ell^2}.
\end{equation}
It equals $c$ at the centre and changes sign at $\rho=\sqrt2\,\ell\simeq0.07$ nm, so parts of the enclosed area contribute with opposite signs. With the endpoints and paths still held fixed, the line integrals differ by 0.0219 eV, and the area integral of the curl gives the same value. These are works between fixed points, not barriers in the strict sense. The point $A$ used here is the well of the uniform rotational field; with the vortex in its place, the well lies about 0.005 nm away.

\section{Does comparing the two wells reveal the fault?}

Let $s$ run on from 1 to 2 in Eq.~(\ref{paths}). The path passes smoothly through $S$ and ends at $-\mathbf r_A$, the second well. For $0\le t\le1$,
\begin{equation}
\mathbf r_\pm(1+t)=-t\,\mathbf r_A\mp h\sin(\pi t)\,\hat{\mathbf y}=-\mathbf r_\pm(1-t).
\end{equation}
The second half is the first half inverted through the origin. The force is odd under this inversion, $\mathbf F(-\mathbf r)=-\mathbf F(\mathbf r)$, while the tangent $\mathbf r'$ is the same at $1+t$ as at $1-t$. Hence $dW/ds$ has opposite values at these two points, the profile is symmetric about $S$, and the total work to the second well is zero.

This is true of both paths. They cross at $S$ and enclose two lobes whose fluxes cancel. Along either path, an end-to-end comparison finds two wells of equal energy, although the barriers disagree by 0.064 eV. This cancellation relies on the force being odd under inversion. An error without that symmetry, such as the localized vortex above, can give a nonzero end-to-end work on the same paths.

A different route exposes the fault. Follow the upper path to $S$, then continue above the axis to the second well. The second half is now the lower path inverted through the origin, and by the argument just given it costs $-W_-$. The total is $W_+-W_-=0.064$ eV, a false reaction energy between two equivalent wells.

A local diagnosis needs no path. If the force is the gradient of a smooth potential, $J$ is symmetric, because mixed second derivatives are equal. The difference $J_{yx}-J_{xy}$ is the curl. Finite differences of the force at $A$ return 5.00 eV/nm$^2$, the value put in. One point suffices here because the curl is uniform. In general the curl must be sampled over the region between the paths: for the localized vortex it is $-0.67$ eV/nm$^2$ at $A$, although the net flux is positive.

\section{Meaning for a diffusion barrier}

The parameters are round numbers in the rough regime of an oxygen molecule moving between voids of silica glass during thermal oxidation: a barrier near 1 eV, a hop of a few tenths of a nanometre and a temperature near 1200 K. The transverse stiffness and the curl are assumptions. At this temperature $k_BT=0.1034$ eV, and the thermal width across the path is $\sqrt{k_BT/k}=0.032$ nm, so a bow of 0.05 nm is about 1.6 thermal widths. With equal prefactors, Arrhenius estimates from the two barriers differ by
\begin{equation}
e^{(W_+-W_-)/k_BT}=e^{0.0636/0.1034}=1.85 .
\end{equation}
This factor measures the ambiguity of a rate estimated from these two paths. It is not a rate of motion under the non-conservative force, for which a Boltzmann factor of a potential energy is not available.

The model also omits effects that shift the effective barrier, defined through $-k_BT$ times the logarithm of the change in rate. For a mass of 32 u these are as follows.
\begin{itemize}
\item Anharmonicity of the well along $x$ adds 0.002 eV.
\item Quantum corrections along $x$ lower the barrier by about 0.0002 eV. The tunnelling crossover temperature, $\hbar\omega/(2\pi k_B)$ with $\hbar\omega=0.0114$ eV at the barrier top, is 21 K, far below 1200 K.
\item Friction can matter more. With a damping rate assumed equal to the barrier frequency $\omega$, motion near the top obeys $\ddot x=\omega^2x-\omega\dot x$. Its growth rate is $(\sqrt5-1)\omega/2=0.618\,\omega$. In Kramers' theory the rate falls by this factor 0.618, which adds 0.050 eV.
\item A glass has a spread of barriers. For an assumed Gaussian spread $\sigma=0.1$ eV, the average of $e^{-E/k_BT}$ lowers the effective barrier for the mean hop rate by $\sigma^2/(2k_BT)=0.01/0.2068=0.048$ eV.
\end{itemize}
The last two shifts nearly cancel here only because of the values assumed, and only for the mean hop rate. Long-range diffusion is not set by that mean, because successive hops act partly in series. On a chain of independent barriers the mean waiting time governs, and the same spread raises the effective barrier by $\sigma^2/(2k_BT)=0.048$ eV. On a simple cubic network of independent barriers it lowers the barrier by only about 0.015 eV. The friction shift is comparable with the path ambiguity of 0.064 eV; the size and sign of the shift from the spread depend on how the voids are connected. Because both rest on assumed values, they do not settle which omission matters most in a real glass. Molecular rotation and the motion of the silica network are left out and have not been sized. The numerical output below lists the values used.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier parameter V0 = 1.00 eV
half distance of wells a = 0.20 nm
transverse stiffness k = 100 eV/nm^2
curl c = 5.0 eV/nm^2
bow h = 0.050 nm
temperature = 1200 K, kT = 0.1034 eV
rotational force at x=-a: 0.50 eV/nm
well A: x = -0.199937 nm, y = -0.004998 nm
V at A = 0.001250 eV
Jacobian eigenvalues at S: -99.969, 99.969 eV/nm^2
Jacobian eigenvalues at A: -199.750, -100.063 eV/nm^2
curl from Jacobian at A = 5.0000 eV/nm^2
enclosed area (polygon) = 0.012728 nm^2
barrier, upper path = 1.030571 eV
barrier, straight path = 0.998750 eV
barrier, lower path = 0.966929 eV
upper minus lower = 0.063642 eV
curl flux (area integral) = 0.063642 eV
same-size gradient field: |difference| = 0.000000 eV
vortex: work difference = 0.021926 eV
vortex: curl flux = 0.021926 eV
work profile: s, upper (eV), lower (eV)
  0.25  0.2583  0.2490
  0.50  0.7027  0.6709
  0.75  0.9675  0.9131
  1.00  1.0306  0.9669
  1.50  0.7027  0.6709
|work| to second well, upper start = 0.000000 eV
|work| to second well, lower start = 0.000000 eV
work to second well, arch above axis = 0.063642 eV
Arrhenius factor lower/upper = 1.850
thermal transverse width = 0.0322 nm
mass used = 32 u
barrier quantum hbar*omega = 11.43 meV
tunnelling crossover temperature = 21.1 K
neglected effects as shifts of the effective barrier:
  well anharmonicity = +2.28 meV
  quantum corrections = -0.158 meV
  friction (assumed damping) = +49.8 meV
  assumed barrier spread = 0.10 eV
  effect of that spread = -48.4 meV
\end{verbatim}
